\section*{Electronic free energy and the balance of two metallic phases}

\section{The problem}

Two metallic phases, A and B, have the same composition. Their electronic densities of states at the Fermi level are
\begin{equation}
N_A=0.5,\qquad N_B=2.0\quad\text{states per eV per atom},
\end{equation}
with both spin directions counted. The leading thermal contribution of the electrons to the free energy is
\begin{equation}
F_{\rm el}=-\frac{\pi^2}{6}\,N(E_F)\,(kT)^2 .
\label{eq:target}
\end{equation}

\begin{enumerate}
\item Derive this expression, with the conditions under which it holds, and evaluate it for both phases at $T=1500$~K.
\item Judge whether the difference between the phases matters. For a definite case, let B lie 60~meV/atom above A in static energy, and let the phonon frequencies of A be higher than those of B by a factor $r=1.10$. Which phase is stable at 1500~K, and at what temperature does the order change?
\item Find out how the answer changes if the density of states has a peak or a dip at the Fermi level.
\end{enumerate}

Energies are in eV or meV per atom, and every difference $\Delta$ is B minus A. The electrons are independent particles in a fixed spectrum, at fixed volume and fixed electron number. The phases are compared at zero pressure, where the Gibbs and Helmholtz free energies coincide; thermal expansion is neglected.

\section{A first estimate by scaling}

At temperature $T$ the Fermi function differs appreciably from a step only within an energy of order $kT$ around $E_F$. About $N\,kT$ electrons per atom are therefore excited, and each gains an energy of about $kT$. The internal energy rises by
\begin{equation}
U-E_0\sim N(kT)^2 ,
\end{equation}
where $E_0$ is the ground-state energy.

The free energy has the same size but the opposite sign. Write $U-E_0=cN(kT)^2$ with an unknown number $c$. The heat capacity is $C=dU/dT=2cNk^2T$, and the entropy follows from it:
\begin{equation}
S=\int_0^T\frac{C(T')}{T'}\,dT'=2cNk^2T,\qquad TS=2cN(kT)^2 .
\end{equation}
Hence $F-E_0=(U-E_0)-TS=-cN(kT)^2$. The entropy term is twice the energy cost, so a large density of states at the Fermi level stabilizes a phase.

At 1500~K, $kT=129.26$~meV and $(kT)^2=0.01671$~eV$^2$. With $c=1$ the estimate is $-8$~meV/atom for A and $-33$~meV/atom for B, a difference of $-25$~meV/atom. This is comparable with the 60~meV/atom of the static energy, so the value of $c$ is needed.

\section{The exact solution}

\subsection{The thermal part of the grand potential}

For independent electrons with chemical potential $\mu$,
\begin{equation}
\Omega(T,\mu)=-kT\int N(E)\,\ln\!\left(1+e^{-(E-\mu)/kT}\right)dE .
\end{equation}
For $E<\mu$ the exponential is large. Taking it out of the logarithm gives
\begin{equation}
\ln\!\left(1+e^{(\mu-E)/kT}\right)=\frac{\mu-E}{kT}+\ln\!\left(1+e^{-(\mu-E)/kT}\right).
\end{equation}
The first term on the right yields the zero-temperature grand potential at the same $\mu$,
\begin{equation}
\Omega_0(\mu)=-\int_{E<\mu}N(E)(\mu-E)\,dE .
\end{equation}
The second has the same form as the integrand for $E>\mu$, with $|E-\mu|$ in the exponent. Thus, without approximation within this model,
\begin{equation}
\Omega-\Omega_0(\mu)=-\int N(E)\,kT\ln\!\left(1+e^{-|E-\mu|/kT}\right)dE .
\label{eq:window}
\end{equation}
The thermal part is an average of the density of states over a window centred at $\mu$.

Now let $E=\mu+kT\,x$ and expand $N(\mu+kTx)$ in powers of $x$. Odd powers vanish because the window is even. If the band edges are many $kT$ away, the limits may be taken to infinity:
\begin{equation}
\Omega-\Omega_0=-2I_0N(\mu)(kT)^2-I_2N''(\mu)(kT)^4-\dots,
\end{equation}
with $I_p=\int_0^\infty x^p\ln(1+e^{-x})\,dx$. In the second term the factor 2 from the two sides cancels the $1/2$ of the Taylor series. The series $\ln(1+e^{-x})=\sum_{m\ge1}(-1)^{m+1}e^{-mx}/m$, integrated term by term, gives
\begin{align}
I_0&=\sum_{m\ge1}\frac{(-1)^{m+1}}{m^2}
=\left(1-\frac{2}{4}\right)\frac{\pi^2}{6}=\frac{\pi^2}{12},\\
I_2&=2\sum_{m\ge1}\frac{(-1)^{m+1}}{m^4}
=2\left(1-\frac{2}{16}\right)\frac{\pi^4}{90}=\frac{7\pi^4}{360}.
\end{align}
Here $\sum m^{-2}=\pi^2/6$ and $\sum m^{-4}=\pi^4/90$ were used. The alternating sum is the full sum minus twice its even terms, which make up $1/4$ and $1/16$ of it. Quadrature gives $I_0=0.822467$, in agreement with $\pi^2/12$.

\subsection{Fixed electron number}

A phase has a fixed number $n$ of electrons per atom, so the quantity needed is $F=\Omega+\mu n$, with $\mu$ determined by $n=-\partial\Omega/\partial\mu$. This condition says that $\Omega+\mu n$ is stationary in $\mu$ at fixed $n$. A small shift of $\mu$ therefore has only a second-order effect.

To see its size, put $\mu=E_F+\delta$. Since $\Omega_0'(E_F)=-n$ and $\Omega_0''(E_F)=-N$,
\begin{equation}
\Omega_0(\mu)+\mu n=E_0-\tfrac12N\delta^2+O(\delta^3).
\end{equation}
From here on $N$, $N'$ and $N''$ are taken at $E_F$. With $a=2I_0=\pi^2/6$ and $b=I_2=7\pi^4/360$, the function to be made stationary is
\begin{equation}
E_0-\tfrac12N\delta^2-a(N+N'\delta)(kT)^2-bN''(kT)^4 .
\end{equation}
Its derivative with respect to $\delta$ vanishes at
\begin{equation}
\delta=-a\,\frac{N'}{N}(kT)^2 .
\end{equation}
At this $\delta$ the two terms that contain it become $-\tfrac12a^2(N'^2/N)(kT)^4$ and $+a^2(N'^2/N)(kT)^4$. Their sum is $+\tfrac12a^2(N'^2/N)(kT)^4$, so
\begin{equation}
F-E_0=-\frac{\pi^2}{6}N(kT)^2+\left[\frac{\pi^4}{72}\frac{N'^2}{N}-\frac{7\pi^4}{360}N''\right](kT)^4+O\!\left((kT)^6\right).
\label{eq:F}
\end{equation}
The omitted terms, such as $\delta^3$ and $\delta^2(kT)^2$, are of sixth order. The leading term is Eq.~\eqref{eq:target}. As a test of the bracket, the free energy of a band with both slope and curvature was computed from Fermi occupations at fixed electron number and low temperature. The fourth-order coefficient came out as $-0.3250$~eV$^{-3}$, against $-0.3247$~eV$^{-3}$ from the formula.

\subsection{Values at 1500 K}

For the moment let the density of states be flat around $E_F$. Then
\begin{align}
F_A-E_{0,A}&=-1.645\times0.5\times0.01671\ \text{eV}=-13.7\ \text{meV/atom},\\
F_B-E_{0,B}&=-1.645\times2.0\times0.01671\ \text{eV}=-55.0\ \text{meV/atom}.
\end{align}
For B the internal energy rises by 55.0~meV/atom, while $TS$ is 109.9~meV/atom, in the ratio 1 to 2 found by scaling. What acts on the phase balance is the difference,
\begin{equation}
\Delta F_{\rm el}=-41.2\ \text{meV/atom}=-1.515\ \text{millihartree/atom}.
\end{equation}
Had the given densities of states been per spin, it would be twice as large, $-82.5$~meV/atom. The spin convention must therefore be known before the formula is used.

\subsection{Does it matter?}

No absolute size makes a free-energy term important. It has to be compared with what else separates the phases. One natural measure is the vibrational term. A classical oscillator of frequency $\omega$ has the partition function $kT/\hbar\omega$ and the free energy $kT\ln(\hbar\omega/kT)$. With three oscillators per atom and $r=\omega_A/\omega_B$, a ratio of geometric means if there are many frequencies,
\begin{equation}
\Delta F_{\rm vib}=3kT\ln\frac{\omega_B}{\omega_A}=-3kT\ln r .
\end{equation}
This equals $\Delta F_{\rm el}$ when
\begin{equation}
r=\exp\!\left(\frac{41.23}{3\times129.26}\right)=1.112 .
\end{equation}
The electronic term thus weighs as much as an 11\% difference in all phonon frequencies. A study that computes phonons to resolve such a difference has no ground for leaving out the electrons.

For the case posed, $r=1.10$ and
\begin{equation}
\Delta F_{\rm vib}=-3\times129.26\times\ln1.10=-36.96\ \text{meV/atom}.
\end{equation}
The balance at 1500~K, without and with the electronic term, is
\begin{align}
\Delta G_{\text{without}}&=60-36.96=+23.04\ \text{meV/atom},\\
\Delta G_{\text{with}}&=23.04-41.23=-18.19\ \text{meV/atom}.
\end{align}
Without the electrons A is predicted to be stable; with them it is B. Here the term matters, because it changes the answer.

More generally, it reverses the order at 1500~K when $0<\Delta E+\Delta F_{\rm vib}<41.23$~meV/atom, where $\Delta E$ is the static difference. For $r=1.10$ this means
\begin{equation}
36.96<\Delta E<78.19\ \text{meV/atom}.
\end{equation}
Below this window B is stable even without electronic entropy; above it A remains stable in spite of it. Outside the window the term still changes the size of $\Delta G$, and for $\Delta E>0$ and flat densities of states it still lowers the temperature of the transition from A to B.

\subsection{The transition temperature}

In the classical regime $\Delta F_{\rm vib}$ is proportional to $T$, whereas $\Delta F_{\rm el}$ is proportional to $T^2$. With $\tau=T/(1500\ \text{K})$ and energies in meV/atom,
\begin{equation}
\Delta G(\tau)=60-36.96\,\tau-41.23\,\tau^2 .
\end{equation}
If the last term is dropped, the zero is at $\tau=60/36.96=1.623$, or 2435~K. If it is kept, the positive root is
\begin{equation}
\tau=\frac{-36.96+\sqrt{36.96^2+4\times41.23\times60}}{2\times41.23}=0.839,
\end{equation}
or 1258~K. Both thermal terms decrease with temperature, so there is one transition, from A to B on heating. Neglect of the electrons nearly doubles its temperature.

A root search with electronic free energies from Fermi occupations and with quantum oscillators, at a phonon energy of 25~meV in A, gives 2432~K and 1256~K. The small lowering has a simple origin. For $y=\hbar\omega/kT\ll1$ the quantum free energy $kT\ln[2\sinh(y/2)]$ exceeds the classical one by $kTy^2/24$. This excess is larger in A, which has the higher frequency, so it slightly favours B.

The different powers of $T$ also show where each term dominates. They are equal at $\tau=36.96/41.23=0.896$, about 1345~K. Below that temperature, as long as the vibrations are classical, the vibrational term is the larger; above it the electronic one is.

\subsection{A peak or a dip at the Fermi level}

The formula uses one number, $N(E_F)$, but Eq.~\eqref{eq:window} averages over a window. For a flat density of states, 94\% of the free energy comes from within $3kT=0.39$~eV on either side of $E_F$. A feature narrower than this is not represented by its height alone.

Consider a case in which the features of both phases weaken the flat-band result: B has its 2.0 states at the top of a peak, and A has its 0.5 states at the bottom of a dip. With $E$ measured from $E_F$,
\begin{align}
N_B(E)&=0.5+1.5\,e^{-E^2/2\sigma^2},\\
N_A(E)&=2.0-1.5\,e^{-E^2/2\sigma^2},
\end{align}
in a wide band symmetric about $E_F$. By symmetry $\mu$ stays at $E_F$, and Eq.~\eqref{eq:window} gives $F-E_0$ directly. It is linear in $N(E)$. Let the Gaussian alone contribute $-P(\sigma)$. The flat parts contribute $-13.74$ and $-54.97$~meV/atom, so
\begin{equation}
\Delta F_{\rm el}=-(13.74+P)+(54.97-P)=41.23-2P\ \text{meV/atom}.
\label{eq:P}
\end{equation}
For a very broad Gaussian $P\to41.23$~meV/atom, and the flat result $-41.23$ returns. For a very narrow one $P\to0$, and the difference tends to $+41.23$~meV/atom. The sign is then opposite to the one suggested by $N(E_F)$, because the thermal window sees mostly the surroundings of the peak and the dip.

The computed values at 1500~K, in meV/atom, are:
\begin{center}
\begin{tabular}{ccccc}
$\sigma$ (eV) & $F_B-E_{0,B}$ & $F_A-E_{0,A}$ & $\Delta F_{\rm el}$ & $\Delta G$\\
\hline
0.1 & $-35.8$ & $-32.9$ & $-3.0$ & $+20.1$\\
0.2 & $-44.9$ & $-23.8$ & $-21.1$ & $+2.0$\\
0.5 & $-52.3$ & $-16.4$ & $-35.9$ & $-12.9$
\end{tabular}
\end{center}
The last column uses the same static and vibrational terms as before. At $\sigma=0.5$~eV B is still stable at 1500~K. At 0.2~eV the two phases are nearly degenerate, and at 0.1~eV A is stable and the electronic term has almost vanished. Since $P$ grows with $\sigma$, the change of sign in Eq.~\eqref{eq:P} lies at a width somewhat below 0.1~eV, near 0.09~eV. Because the thermal window widens with $T$, a fixed feature looks narrower at higher temperature, and $\Delta F_{\rm el}$ no longer follows a $T^2$ law. With quantum oscillators the transition moves from 1256~K to about 1300~K for $\sigma=0.5$~eV and about 1550~K for $\sigma=0.2$~eV. For $\sigma=0.1$~eV the electronic term turns positive at higher temperature and A stays stable up to at least 3900~K.

The fourth-order term tells when the simple formula can be trusted. At the top of the peak $N'=0$ and $N''=-1.5/\sigma^2$, in states per eV$^3$ per atom. For $\sigma=0.5$~eV the correction to $F_B$ is
\begin{equation}
\frac{7\pi^4}{360}\,\frac{1.5}{\sigma^2}\,(kT)^4=+3.2\ \text{meV/atom}.
\end{equation}
The actual change is $54.97-52.30=2.7$~meV/atom, so the correction overshoots by about 0.5~meV/atom but removes most of the error of the simple formula. Because it scales as $\sigma^{-2}$, at $\sigma=0.2$~eV it would be $6.25\times3.17=19.8$~meV/atom, about twice the actual change of 10.1. There the expansion is no longer useful, and the integral over the density of states has to be done.

\section{Comparison of the estimate and the solution}

Scaling gave the correct sign, the factor of four between the phases and the $T^2$ law. It missed the factor $\pi^2/6=1.645$. The origin of this factor can be read from the Fermi function. The number of electrons lifted above $E_F$ in a flat band is
\begin{equation}
N\int_0^\infty\frac{dE}{e^{E/kT}+1}=N\,kT\ln2=0.693\,N\,kT ,
\end{equation}
which is fewer than the estimated $N\,kT$. An equal number of holes lies below $E_F$, and electrons and holes contribute equally to the energy:
\begin{equation}
U-E_0=2N\int_0^\infty\frac{E\,dE}{e^{E/kT}+1}=2N(kT)^2I_0=\frac{\pi^2}{6}N(kT)^2 .
\end{equation}
The second equality follows by partial integration, since $-\ln(1+e^{-x})$ is an antiderivative of $1/(e^x+1)$. Each electron--hole pair thus costs on average $1.645/0.693=2.37\,kT$, not $kT$. The higher energy per pair outweighs the smaller number of pairs.

For the question of whether the term matters, the estimate was sufficient: 25~meV/atom already has the size of the other contributions. For the question of which phase is stable it was not. It would give $\Delta G=23-25=-2$~meV/atom, too close to zero for an estimate with an unknown factor of order one, while the flat-band result is $-18$~meV/atom.

This comparison also guides the choice of the level of theory. Once the bands of both phases are known, the electronic term costs little more than an integral over the density of states. Its accuracy is limited by that input: at 1500~K, $F$ changes by $-27.5$~meV/atom for each additional state per eV per atom, so an $N_B$ that is 10\% too high makes phase B too stable by 5.5~meV/atom. The sampling of the Brillouin zone and the density functional should be judged by this measure as well as by the static energy.

The term must also be counted once. A free energy computed with Fermi--Dirac occupations at the physical temperature already contains it. By contrast, the average $(U+F)/2$, used to extrapolate to zero smearing, removes it at leading order, because $U$ and $F$ deviate from $E_0$ by equal and opposite amounts. In that case the term has to be added. The cancellation is not complete for a structured density of states: for the peaks of the table the average still differs from $E_0$ by 2 to 7~meV/atom at 1500~K.

The verdict holds for the model as stated. Thermal expansion, anharmonic vibrations, magnetic disorder and the effect of atomic motion on $N(E)$ are left out, and each may differ between two real phases. What the model does establish is that at 1500~K a difference of 1.5 states per eV per atom, if it persists over about 0.4~eV on each side of the Fermi level, is worth roughly 35 to 40~meV/atom, the exact value depending on the states outside that range. A narrower feature can give the term either sign. Only when the difference persists in this way can it be neglected, for the order of the phases at that temperature, where the remaining difference $\Delta E+\Delta F_{\rm vib}$ is negative or well above this value; for an accurate transition temperature it has to be kept. The numerical output below gives the values to more digits.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 1500 K
kT: 129.26 meV
N of phase A: 0.5 states/eV/atom
N of phase B: 2.0 states/eV/atom
phase A, U-E0: 13.74 meV/atom
phase A, TS: 27.48 meV/atom
phase A, F-E0: -13.74 meV/atom
phase B, U-E0: 54.97 meV/atom
phase B, TS: 109.94 meV/atom
phase B, F-E0: -54.97 meV/atom
electronic difference B-A: -41.23 meV/atom
the same difference: -1.515 mhartree/atom
difference if N were per spin: -82.45 meV/atom
change of F per unit of N: -27.48 meV/(state/eV)
change of F_B for N_B 10% higher: -5.50 meV/atom
integral of ln(1+exp(-x)): 0.822467 (no unit)
share of F from within 3kT of EF: 94.0 %
3kT: 0.388 eV
fourth-order coefficient, occupations: -0.3250 eV^-3
fourth-order coefficient, formula: -0.3247 eV^-3
phonon energy of A in the test: 25 meV
equivalent frequency ratio A/B: 1.112 (no unit)
static difference B-A: 60 meV/atom
chosen frequency ratio A/B: 1.10 (no unit)
vibrational entropy difference: 0.2859 k/atom
vibrational term at 1500 K: -36.96 meV/atom
DeltaG at 1500 K without electrons: 23.04 meV/atom
DeltaG at 1500 K with electrons: -18.19 meV/atom
transition without electrons, formula: 2435 K
transition without electrons, root: 2432 K
transition with electrons, formula: 1258 K
transition with electrons, root: 1256 K
decisive static window, lower end: 36.96 meV/atom
decisive static window, upper end: 78.19 meV/atom
Gaussian sigma 0.1 eV, F of B with peak: -35.84 meV/atom
Gaussian sigma 0.1 eV, F of A with dip: -32.87 meV/atom
Gaussian sigma 0.1 eV, difference B-A: -2.96 meV/atom
Gaussian sigma 0.1 eV, DeltaG: 20.08 meV/atom
Gaussian sigma 0.2 eV, F of B with peak: -44.89 meV/atom
Gaussian sigma 0.2 eV, F of A with dip: -23.82 meV/atom
Gaussian sigma 0.2 eV, difference B-A: -21.06 meV/atom
Gaussian sigma 0.2 eV, DeltaG: 1.98 meV/atom
Gaussian sigma 0.5 eV, F of B with peak: -52.30 meV/atom
Gaussian sigma 0.5 eV, F of A with dip: -16.41 meV/atom
Gaussian sigma 0.5 eV, difference B-A: -35.89 meV/atom
Gaussian sigma 0.5 eV, DeltaG: -12.85 meV/atom
fourth-order term, widest peak: 3.17 meV/atom
\end{verbatim}
